# Thermal desorption flux from the sticking probability by detailed balance: verification in Python

```python
# RESULT UNDER TEST: thermal desorption flux D(E, direction) equals the
# equilibrium impinging flux F(E, angle) times the sticking probability S for
# the reversed velocity, at the same surface temperature and coverage.
# Symbols: E total kinetic energy, eps energy of motion normal to the surface
# (negative when bound), kT thermal energy, loss = mean energy given to the
# solid per bounce, edge = energy below which a molecule counts as stuck.
# Energies are in eV unless a comment says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import erf
from scipy.stats import norm

rng = np.random.default_rng(12345)

# ---- Mechanics: atom on a Morse well attached to a heavy oscillator --------
# Reduced units: atom mass 1, well depth 1, Morse range 1.
osc_mass, osc_spring, plane = 20.0, 20.0, 8.0


def motion(t, y):
    z, p, q, p_osc = y
    u = z - q
    force = 2*np.exp(-2*u) - 2*np.exp(-u)
    return [p, force, p_osc/osc_mass, -force - osc_spring*q]


def leaves(t, y):
    return y[0] - plane


leaves.terminal = True
leaves.direction = 1


def collide(start):
    run = solve_ivp(motion, (0, 200), [plane, *start], method="DOP853",
                    rtol=1e-11, atol=1e-12, events=leaves)
    assert len(run.t_events[0]) == 1
    return run.y_events[0][0][1:]


entry = np.array([-2.0, 0.1, 0.5])
leaving = collide(entry)
step = 1e-4
jacobian = np.zeros((3, 3))
for k in range(3):
    shift = np.zeros(3)
    shift[k] = step
    jacobian[:, k] = (collide(entry+shift) - collide(entry-shift))/(2*step)
measure_ratio = abs(leaving[0]*np.linalg.det(jacobian)/entry[0])
assert abs(measure_ratio - 1) < 1e-4
flip = np.array([-1.0, 1.0, -1.0])
reversal_error = np.max(np.abs(collide(leaving*flip) - entry*flip))
assert reversal_error < 1e-6

# ---- Direction reversal: staircase with sticking risers, mirror terraces ---
# Risers face +x; elevation is measured from +x upwards. Impinging flux = 1.
terrace, riser = 3.0, 1.0
n_ray = 1000
height = riser*(np.arange(n_ray)+0.5)/n_ray
sine = -1 + 2*(np.arange(n_ray)+0.5)/n_ray
height, emit_angle = np.meshgrid(height, np.arcsin(sine))
mirrored = (emit_angle < 0) & (height <= terrace*np.tan(-emit_angle))
final_angle = np.where(mirrored, -emit_angle, emit_angle)
bins = np.radians(np.arange(-15, 86, 10))
counts = np.histogram(final_angle, bins)[0]
emitted = riser*counts/final_angle.size/np.diff(bins)


def capture(angle):
    # Parallel rays arriving from the given elevation on the +x side.
    s = (np.arange(2000)+0.5)/2000
    at_riser = riser*(1-s) - s*terrace*np.tan(angle)
    stuck = np.abs(at_riser) <= riser
    incoming = (terrace*np.sin(angle) + riser*np.cos(angle))/2
    return stuck.mean(), incoming


captured = []
for low, high in zip(bins[:-1], bins[1:]):
    angles = low + (high-low)*(np.arange(40)+0.5)/40
    captured.append(np.mean([np.prod(capture(a)) for a in angles]))
stair_error = np.max(np.abs(emitted - np.array(captured)))
assert stair_error < 0.01

# ---- Energy noise of a thermal oscillator driven by a fixed force pulse ----
# Reduced units: mass, frequency and kT are 1; thermal average by quadrature.
node, weight = np.polynomial.hermite.hermgauss(3)
q0, p0 = [a.ravel() for a in np.meshgrid(np.sqrt(2)*node, np.sqrt(2)*node)]
w0 = np.outer(weight, weight).ravel()/np.pi


def driven(t, y):
    return np.concatenate([y[9:], -y[:9] + np.exp(-t*t/2)])


end = solve_ivp(driven, (-9, 9), np.concatenate([q0, p0]), method="DOP853",
                rtol=1e-10, atol=1e-11).y[:, -1]
gain = (end[:9]**2 + end[9:]**2 - q0**2 - p0**2)/2
mean_gain = np.sum(w0*gain)
noise_ratio = np.sum(w0*(gain-mean_gain)**2)/(2*mean_gain)
assert abs(noise_ratio - 1) < 1e-6

# ---- Example inputs: rough values for weakly held silane -------------------
temperature = 150.0                    # K
pressure_torr = 1e-6
mass_u = 32.12
well = 0.22
loss = 0.03
edge = -0.08
morse_range = 12.0                     # 1/nm
phonon = 0.02                          # rough low-frequency phonon energy
diameter = 0.4                         # nm, rough molecular diameter
site_density = 7e14                    # 1/cm2, rough
growth_temperature = 800.0             # K
kelvin = const.k/const.e               # eV per K
kT = kelvin*temperature
mass = mass_u*const.atomic_mass
pressure = pressure_torr*const.torr

# ---- Impinging flux from the Maxwell velocity distribution ------------------
thermal_joule = const.k*temperature
gas_density = pressure/thermal_joule
speed = np.sqrt(thermal_joule/mass)
flux = pressure/np.sqrt(2*np.pi*mass*thermal_joule)       # 1/(m2 s)
flux_direct = gas_density*speed*quad(
    lambda x: x*np.exp(-x*x/2)/np.sqrt(2*np.pi), 0, 12)[0]
assert abs(flux_direct/flux - 1) < 1e-8


def impinging(E, theta):
    return flux*E*np.exp(-E/kT)*np.cos(theta)/(np.pi*kT**2)


E_probe, angle_probe = 2*kT, np.radians(30)
v_probe = np.sqrt(2*E_probe*const.e/mass)
maxwell = np.exp(-(v_probe/speed)**2/2)/(2*np.pi*speed**2)**1.5
direct = gas_density*maxwell*v_probe**3*np.cos(angle_probe)
direct *= const.e/(mass*v_probe)       # from per speed to per eV
assert abs(direct/impinging(E_probe, angle_probe) - 1) < 1e-8

# ---- Bounce chain: sticking and vacuum desorption by separate equations -----
cell = 0.001
energy = -well + cell*(np.arange(520)+0.5)
gas = energy > 0
eps = energy[gas]
boltzmann = np.exp(-energy/kT)


def bounce_chain(mean_loss, variance, threshold):
    width = np.sqrt(variance)
    hop = cell*norm.pdf(energy[None, :], energy[:, None]-mean_loss, width)
    stuck = energy < threshold
    middle = ~stuck & ~gas
    stay = np.eye(middle.sum()) - hop[np.ix_(middle, middle)]
    # Backward equation: chance of reaching the stuck set.
    direct_stick = norm.cdf((threshold-energy+mean_loss)/width)
    later = np.linalg.solve(stay, direct_stick[middle])
    sticking = direct_stick[gas] + hop[np.ix_(gas, middle)] @ later

    # Forward equation: steady outgoing flux fed by one thermal source.
    def outgoing(source):
        feed = boltzmann[source] @ hop[np.ix_(source, middle)]
        passing = np.linalg.solve(stay.T, feed)
        return (boltzmann[source] @ hop[np.ix_(source, gas)]
                + passing @ hop[np.ix_(middle, gas)])
    return sticking, outgoing(stuck), outgoing(gas)


variance = 2*loss*kT
S, desorbed, returned = bounce_chain(loss, variance, edge)
ratio = desorbed/boltzmann[gas]
use = eps < 0.15
balance_error = np.max(np.abs(S-ratio)[use])
assert balance_error < 1e-3
total_error = np.max(np.abs((desorbed+returned)/boltzmann[gas] - 1)[use])
assert total_error < 2e-3

# A bath at half the adsorbate temperature must break the equality.
S_cold, D_cold, _ = bounce_chain(loss, variance/2, edge)
cold_error = np.max(np.abs(S_cold - D_cold/boltzmann[gas])[use])
assert cold_error > 0.05

# Shifting the threshold for "stuck" is bounded by the escape probability.
shallow = -0.06
S_shallow = bounce_chain(loss, variance, shallow)[0]
threshold_change = np.max(np.abs(S_shallow-S))
threshold_bound = np.exp(shallow/kT)
assert threshold_change <= threshold_bound

# Simulated bounces of arriving molecules against vacuum desorption.
n_sample = 200000
probe_eps = np.array([0.5, 1.0, 2.0, 4.0])*kT
simulated = []
for start in probe_eps:
    alive = np.full(n_sample, start)
    n_stuck = 0
    while alive.size:
        alive = alive - loss + np.sqrt(variance)*rng.normal(size=alive.size)
        n_stuck += np.count_nonzero(alive < edge)
        alive = alive[(alive >= edge) & (alive < 0)]
    simulated.append(n_stuck/n_sample)
simulated = np.array(simulated)
from_desorption = np.interp(probe_eps, eps, ratio)
assert np.max(np.abs(simulated-from_desorption)) < 0.006


# ---- Angle and energy distributions on a flat surface -----------------------
def mean_sticking(values):
    return np.sum(values*boltzmann[gas])/np.sum(boltzmann[gas])


S_mean = mean_sticking(S)
x = 0.01*(np.arange(2500)+0.5)


def angular(theta, power=0):
    # Desorbing flux per solid angle over flux, weighted by (E/kT)**power.
    stick = np.interp(x*kT*np.cos(theta)**2, eps, S)
    return np.cos(theta)/np.pi*np.sum(x**(1+power)*np.exp(-x)*stick)*0.01


cone = np.radians(30)
theta_grid = cone*(np.arange(200)+0.5)/200
ring = 2*np.pi*np.sin(theta_grid)*cone/200
in_cone = np.sum(ring*np.array([angular(t) for t in theta_grid]))
heat_cone = np.sum(ring*np.array([angular(t, 1) for t in theta_grid]))
cone_fraction = in_cone/S_mean
cone_energy = heat_cone/in_cone        # units of kT

n_out = 400000
normal_energy = rng.choice(eps, n_out, p=desorbed/desorbed.sum())
normal_energy = normal_energy + cell*(rng.random(n_out)-0.5)
total_energy = normal_energy + rng.exponential(kT, n_out)
inside = normal_energy > total_energy*np.cos(cone)**2
sampled_fraction = inside.mean()
sampled_energy = total_energy[inside].mean()/kT
assert abs(sampled_fraction-cone_fraction) < 0.004
assert abs(sampled_energy/cone_energy-1) < 0.012
cosine_fraction = np.sin(cone)**2
assert cone_fraction < cosine_fraction
energy_0 = angular(0, 1)/angular(0)
energy_60 = angular(np.pi/3, 1)/angular(np.pi/3)
assert energy_0 < energy_60 < 2


# ---- Sizes of neglected effects ---------------------------------------------
def population_length(T):
    # Stuck molecules per area divided by gas density, in metres.
    z = np.linspace(-0.15, 1.0, 20001)
    potential = well*((1-np.exp(-morse_range*z))**2 - 1)
    room = np.maximum(edge-potential, 0)/(kelvin*T)
    integrand = np.exp(-potential/(kelvin*T))*erf(np.sqrt(room))
    return np.sum(integrand)*(z[1]-z[0])*1e-9


def residence_if_all_stick(T):
    return population_length(T)/np.sqrt(const.k*T/(2*np.pi*mass))


residence = residence_if_all_stick(temperature)/S_mean
residence_hot = residence_if_all_stick(growth_temperature)
frequency = morse_range*1e9*np.sqrt(2*well*const.e/mass)
period = 2*np.pi/frequency
coverage = gas_density*population_length(temperature)/(site_density*1e4)
free_path = thermal_joule/(np.sqrt(2)*np.pi*(diameter*1e-9)**2*pressure)
spread = abs(edge)/well
S_low, S_high = [mean_sticking(bounce_chain(
    loss*f, variance*f, edge)[0]) for f in (1-spread, 1+spread)]
half = phonon/(2*kT)
quantum_factor = half/np.tanh(half)
S_quantum = mean_sticking(bounce_chain(
    loss, variance*quantum_factor, edge)[0])

# ---- Output -----------------------------------------------------------------
print(f"phase-space measure, exit/entry: {measure_ratio:.7f}")
print(f"time-reversal return error (reduced): {reversal_error:.1e}")
print(f"noise variance/(2 loss kT): {noise_ratio:.7f}")
print(f"staircase terrace/riser length: {terrace/riser:.1f}")
stair_S, stair_in = capture(np.radians(30))
print(f"staircase sticking from 30 deg elevation: {stair_S:.3f}")
print(f"staircase capture at 30 deg (1/rad): {stair_S*stair_in:.3f}")
print(f"staircase emission, 25-35 deg bin (1/rad): {emitted[4]:.3f}")
print(f"staircase largest mismatch (1/rad): {stair_error:.4f}")
print(f"temperature: {temperature:.0f} K; kT: {1000*kT:.3f} meV")
print(f"equilibrium pressure: {pressure_torr:.1e} Torr")
print(f"molecular mass: {mass_u:.2f} u")
print(f"well depth: {well:.2f} eV; loss per bounce: {loss:.3f} eV")
print(f"energy noise per bounce: {1000*np.sqrt(variance):.2f} meV")
print(f"stuck threshold: {edge:.2f} eV")
print(f"total impinging flux: {flux/1e4:.4e} 1/(cm2 s)")
for e, s, d in zip(probe_eps, simulated, from_desorption):
    print(f"normal energy {1000*e:.2f} meV: S simulated {s:.4f}, D/F {d:.4f}")
print(f"largest |S - D/F|: {balance_error:.1e}")
print(f"largest error of desorbed + returned = F: {total_error:.1e}")
print(f"largest |S - D/F|, bath at T/2: {cold_error:.3f}")
print(f"S change, threshold at {shallow:.2f} eV: {threshold_change:.5f}")
print(f"bound on that change: {threshold_bound:.5f}")
print(f"thermal mean sticking: {S_mean:.4f}")
print(f"total desorbing flux: {S_mean*flux/1e4:.4e} 1/(cm2 s)")
print(f"probe energy 2kT: {1000*E_probe:.2f} meV")
for degree in (0, 30, 60):
    angle = np.radians(degree)
    stick = np.interp(E_probe*np.cos(angle)**2, eps, S)
    arriving = impinging(E_probe, angle)/1e4
    print(f"{degree} deg, 2kT: S = {stick:.4f}")
    print(f"  F = {arriving:.4e} 1/(cm2 s sr eV)")
    print(f"  D = {stick*arriving:.4e} 1/(cm2 s sr eV)")
print(f"fraction within 30 deg: {cone_fraction:.4f}")
print(f"  sampled: {sampled_fraction:.4f}; cosine: {cosine_fraction:.4f}")
print(f"mean energy within 30 deg: {cone_energy:.4f} kT")
print(f"  sampled: {sampled_energy:.4f} kT")
print(f"mean energy at 0 deg: {energy_0:.4f} kT")
print(f"mean energy at 60 deg: {energy_60:.4f} kT")
print(f"Morse range parameter: {morse_range:.1f} 1/nm")
print(f"residence time: {residence:.3e} s")
print(f"vibration period in well: {period*1e12:.3f} ps")
print(f"coverage, {site_density:.0e} sites/cm2: {coverage:.2e}")
print(f"gas mean free path, diameter {diameter:.1f} nm: {free_path:.1f} m")
print(f"loss varied by +/-{100*spread:.0f} %: S {S_low:.3f} to {S_high:.3f}")
print(f"phonon {1000*phonon:.0f} meV: noise variance x {quantum_factor:.3f}")
print(f"mean sticking with that noise: {S_quantum:.4f}")
print(f"mean rotational energy 3kT/2: {1500*kT:.2f} meV")
print(f"{growth_temperature:.0f} K: residence if S=1 {residence_hot*1e12:.2f} ps")
hot_bound = np.exp(edge/(kelvin*growth_temperature))
print(f"{growth_temperature:.0f} K: escape bound at threshold {hot_bound:.3f}")
print("finished without a failed check")
```

Output:

```
phase-space measure, exit/entry: 0.9999999
time-reversal return error (reduced): 3.9e-12
noise variance/(2 loss kT): 1.0000000
staircase terrace/riser length: 3.0
staircase sticking from 30 deg elevation: 0.732
staircase capture at 30 deg (1/rad): 0.866
staircase emission, 25-35 deg bin (1/rad): 0.871
staircase largest mismatch (1/rad): 0.0073
temperature: 150 K; kT: 12.926 meV
equilibrium pressure: 1.0e-06 Torr
molecular mass: 32.12 u
well depth: 0.22 eV; loss per bounce: 0.030 eV
energy noise per bounce: 27.85 meV
stuck threshold: -0.08 eV
total impinging flux: 5.0607e+14 1/(cm2 s)
normal energy 6.46 meV: S simulated 0.7654, D/F 0.7658
normal energy 12.93 meV: S simulated 0.6930, D/F 0.6931
normal energy 25.85 meV: S simulated 0.5224, D/F 0.5234
normal energy 51.70 meV: S simulated 0.1999, D/F 0.1990
largest |S - D/F|: 1.7e-05
largest error of desorbed + returned = F: 6.0e-06
largest |S - D/F|, bath at T/2: 0.925
S change, threshold at -0.06 eV: 0.00056
bound on that change: 0.00964
thermal mean sticking: 0.6843
total desorbing flux: 3.4632e+14 1/(cm2 s)
probe energy 2kT: 25.85 meV
0 deg, 2kT: S = 0.5234
  F = 3.3732e+15 1/(cm2 s sr eV)
  D = 1.7656e+15 1/(cm2 s sr eV)
30 deg, 2kT: S = 0.6112
  F = 2.9213e+15 1/(cm2 s sr eV)
  D = 1.7854e+15 1/(cm2 s sr eV)
60 deg, 2kT: S = 0.7658
  F = 1.6866e+15 1/(cm2 s sr eV)
  D = 1.2917e+15 1/(cm2 s sr eV)
fraction within 30 deg: 0.2078
  sampled: 0.2085; cosine: 0.2500
mean energy within 30 deg: 1.5405 kT
  sampled: 1.5431 kT
mean energy at 0 deg: 1.4662 kT
mean energy at 60 deg: 1.9058 kT
Morse range parameter: 12.0 1/nm
residence time: 1.693e-05 s
vibration period in well: 0.455 ps
coverage, 7e+14 sites/cm2: 8.38e-06
gas mean free path, diameter 0.4 nm: 21.9 m
loss varied by +/-36 %: S 0.552 to 0.771
phonon 20 meV: noise variance x 1.192
mean sticking with that noise: 0.6602
mean rotational energy 3kT/2: 19.39 meV
800 K: residence if S=1 11.11 ps
800 K: escape bound at threshold 0.313
finished without a failed check
```
